# Does the Gamma8 heavy-hole band have an effective-mass tensor?

**The argument under review**

The manuscript treats holes in a cubic semiconductor whose valence-band top is the fourfold \(\Gamma_8\) level at \(\mathbf k=0\). It assigns the heavy holes a mass in three steps. The energy has an extremum at \(\mathbf k=0\), so its expansion starts with the second derivatives there. These derivatives exist and can be computed. Cubic symmetry makes the resulting tensor isotropic, so the curvature along [001] fixes the mass for every direction. With the manuscript's parameters this mass is \(0.200\,m_0\), and it is then used for the density of states and the mobility.

The second derivatives do exist, and a cubic tensor is indeed isotropic. What needs examination is whether those derivatives describe the band near \(\mathbf k=0\). That requires the energy in all directions.

**The energy in every direction**

I count hole energies as positive, downward from the band top, and use atomic units, so \(m_0=\hbar=1\). I assume inversion symmetry, keep terms up to second order in \(\mathbf k\), and take the split-off band to be far away.

The Hamiltonian is then a \(4\times4\) matrix built from spin-3/2 matrices \(J_i\). Time reversal changes the sign of \(\mathbf k\) and \(\mathbf J\), so products \(k_ik_j\) can multiply only matrices even in \(\mathbf J\): the unit matrix and five quadrupole matrices. Under the cubic group the products split into \(k^2\), a pair formed from the squares \(k_i^2\), and a triplet \(k_ik_j\) with \(i\neq j\). The even matrices split in the same way, and each set needs one constant:

\[
H=\tfrac12\Big[\gamma_1k^2-2\gamma_2\sum_i k_i^2\big(J_i^2-\tfrac54\big)-2\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],
\]

where \(\{A,B\}=AB+BA\). This is the Luttinger matrix. I take \(\gamma_1>2\max(|\gamma_2|,|\gamma_3|)\), which will make all hole energies positive.

To diagonalize it, define

\[
G_1=J_z^2-\tfrac54,\qquad G_2=\frac{J_x^2-J_y^2}{\sqrt3},
\]
\[
G_3=\frac{\{J_x,J_y\}}{\sqrt3},\quad G_4=\frac{\{J_y,J_z\}}{\sqrt3},\quad G_5=\frac{\{J_z,J_x\}}{\sqrt3}.
\]

Order the states as \(J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\). Let Pauli matrices \(\tau\) distinguish the first two from the last two, and let \(\sigma\) distinguish the members within each half. The raising operator has elements \(\sqrt3,2,\sqrt3\), and inserting them gives

\[
G_1=\tau_z\sigma_z,\quad G_2=\tau_x,\quad G_3=\tau_y,\quad G_4=\tau_z\sigma_y,\quad G_5=\tau_z\sigma_x .
\]

Each matrix is traceless and squares to one, and any two of them anticommute.

Since \(J_x^2+J_y^2+J_z^2=\tfrac{15}{4}\), we have \(J_{x}^2-\tfrac54=-\tfrac12G_1+\tfrac{\sqrt3}{2}G_2\), and the same with a minus sign before \(G_2\) for \(J_y^2\). Hence \(H=\tfrac12(\gamma_1k^2-2M)\) with

\[
M=\gamma_2(a_1G_1+a_2G_2)+\sqrt3\,\gamma_3(k_xk_yG_3+k_yk_zG_4+k_zk_xG_5),
\]
\[
a_1=k_z^2-\tfrac12(k_x^2+k_y^2),\qquad a_2=\tfrac{\sqrt3}{2}(k_x^2-k_y^2).
\]

In \(M^2\) the cross terms cancel by anticommutation. Write \(S=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2\). Then

\[
a_1^2+a_2^2=k_x^4+k_y^4+k_z^4-S=k^4-3S,
\]

because \(k^4=\sum_ik_i^4+2S\). With \(\mathbf n=\mathbf k/k\) and \(s=S/k^4\),

\[
M^2=k^4\big[(1-3s)\gamma_2^2+3s\gamma_3^2\big].
\]

This is a number times the unit matrix. As \(M\) is traceless, its eigenvalues are the two square roots, each occurring twice. The heavy band has the smaller hole energy:

\[
E(\mathbf k)=\tfrac12k^2g(\mathbf n),\qquad g(\mathbf n)=\gamma_1-2\sqrt{(1-3s)\gamma_2^2+3s\gamma_3^2}.
\]

The light band has the plus sign. The quantity \(g\) is the inverse mass for motion along a ray from the origin. From \(\sum_in_i^4=1-2s\ge\tfrac13\) follows \(0\le s\le\tfrac13\), so the radicand is a weighted mean of \(\gamma_2^2\) and \(\gamma_3^2\). The special directions have \(s=0\) on [001], \(s=\tfrac14\) on [110] and \(s=\tfrac13\) on [111]:

\[
g_{001}=\gamma_1-2|\gamma_2|,\quad g_{110}=\gamma_1-\sqrt{\gamma_2^2+3\gamma_3^2},\quad g_{111}=\gamma_1-2|\gamma_3|.
\]

For a case in the regime of germanium, take the rough values \(\gamma_1=13.4\), \(\gamma_2=4.2\), \(\gamma_3=5.7\). Then \(g_{001}=13.4-8.4=5.0\) and \(g_{111}=13.4-11.4=2.0\), while \(g_{110}=2.671\). The masses along the three rays are \(0.200\), \(0.500\) and \(0.374\,m_0\). The manuscript's mass is correct on the first ray and wrong by a factor of 2.5 on the second.

**Can another tensor do better?**

Suppose the band had a second-order Taylor expansion at the origin. Since \(E(\lambda\mathbf n)\) is proportional to \(\lambda^2\), the constant and linear terms vanish, leaving a symmetric tensor \(T\):

\[
\tfrac12\lambda^2g(\mathbf n)=\tfrac12\lambda^2\,\mathbf n\cdot T\mathbf n+o(\lambda^2).
\]

Dividing by \(\lambda^2\) and letting \(\lambda\to0\) gives \(g(\mathbf n)=\mathbf n\cdot T\mathbf n\) for every direction. The tensor would have to reproduce the whole angular function.

How close can it come? Let \(\epsilon(T)\) be the largest value of \(|\mathbf n\cdot T\mathbf n-g(\mathbf n)|\) over all directions. Rotating \(T\) by a cubic symmetry operation leaves \(\epsilon\) unchanged, because \(g\) has that symmetry. Averaging over all operations cannot increase \(\epsilon\), because the error of an average is at most the average of the errors. The averaged tensor is a multiple \(t\) of the unit matrix: sign changes of single axes remove the off-diagonal elements, and permutations equalize the diagonal ones. A constant \(t\) must miss one end of the range of \(g\) by at least half that range, so

\[
\epsilon(T)\ \ge\ \tfrac12|g_{001}-g_{111}|=\big||\gamma_3|-|\gamma_2|\big|.
\]

The midpoint \(t=\gamma_1-|\gamma_2|-|\gamma_3|\) attains the bound. Therefore a tensor exists if and only if \(|\gamma_2|=|\gamma_3|\), in which case \(g\) is constant and the band is isotropic.

For the example the smallest worst-case error is \(5.7-4.2=1.5\), in units of \(1/m_0\), reached at \(t=3.5\). Relative to the true inverse mass, this best tensor is 30% too low on [001] and 75% too high on [111]. A numerical test that varied all six tensor components to minimize the largest error also gave 1.500. For \((\gamma_1,\gamma_2,\gamma_3)=(7,-1.5,2.5)\) it gave 1.000, and for \((7,2,-2)\) it gave zero, as the absolute values in the bound require.

**Where the manuscript's argument breaks**

Along the \(k_x\) axis \(E=\tfrac12g_{001}k_x^2\), so \(\partial^2E/\partial k_x^2=5.0\) at the origin, and likewise for \(k_y\) and \(k_z\). Reflection \(k_y\to-k_y\) makes \(\partial E/\partial k_y\) vanish everywhere on the \(k_x\) axis, so the mixed derivative at the origin is zero. The matrix of second derivatives is thus \(5.0\) times the unit matrix.

Now take axes along \([1\bar10]\), \([11\bar2]\) and [111]. The first two directions both have \(s=\tfrac14\). The diagonal second derivatives become 2.671, 2.671 and 2.000, with trace 7.342. In the cubic axes the trace was 15.000. The trace of a tensor does not depend on the axes, so these numbers are not the components of one tensor.

The missing condition is continuity. If the second derivatives were continuous at the origin, they would supply the Taylor expansion. Existence at the point alone does not. The singularity also needs careful wording: for nonzero \(\gamma_2\) and \(\gamma_3\) the radicand never vanishes, and \(g\) is a smooth function of direction. It is \(E\), as a function of the vector \(\mathbf k\), that is not smooth at the single point \(\mathbf k=0\) when \(|\gamma_2|\neq|\gamma_3|\).

The sum of the heavy and light energies is \(\gamma_1k^2\), which is perfectly smooth. The elements of \(H\) are smooth too. The trouble enters with the square root that separates two bands meeting at the origin.

**Curvature close to the origin**

Away from the origin a local tensor \(E_{ij}=\partial^2E/\partial k_i\partial k_j\) does exist. Differentiating \(E(\lambda\mathbf k)=\lambda^2E(\mathbf k)\) twice with respect to \(\mathbf k\) gives \(\lambda^2E_{ij}(\lambda\mathbf k)=\lambda^2E_{ij}(\mathbf k)\). The local tensor depends on direction alone, and it keeps its value all the way down each ray.

Take \(\gamma_2,\gamma_3>0\) and tilt \(\mathbf n\) from [001] by a small angle \(\theta\). Then \(s=\theta^2\) to second order, and expanding the root gives

\[
g\simeq\gamma_1-2\gamma_2-\frac{3(\gamma_3^2-\gamma_2^2)}{\gamma_2}\,\theta^2 .
\]

To this order \(k^2\theta^2=k_\perp^2\), with \(k_\perp\) the component across the axis. Since \(k^2=k_z^2+k_\perp^2\), the inverse mass across the axis is

\[
\gamma_1-2\gamma_2-\frac{3(\gamma_3^2-\gamma_2^2)}{\gamma_2}=5.0-\frac{3\times14.85}{4.2}=-5.607 .
\]

Near [111] write \(n_i=\cos\theta/\sqrt3+e_i\sin\theta\), with \(\sum_ie_i=0\) and \(\sum_ie_i^2=1\). Then \(\sum_in_i^4=\tfrac13(1-2\theta^2)+2\theta^2\) to second order, so \(3s=1-2\theta^2\). The same expansion gives the inverse mass across the axis as

\[
\gamma_1-2\gamma_3+\frac{2(\gamma_3^2-\gamma_2^2)}{\gamma_3}=2.0+\frac{2\times14.85}{5.7}=7.211 .
\]

On [001] the inverse masses are thus 5.0 along and \(-5.6\) across; on [111] they are 2.0 along and 7.2 across. Different rays lead to different limits at the origin. The negative value means that the hole energy falls when \(\mathbf k\) moves sideways from the [001] axis at fixed \(k_z\). A surface of constant energy is therefore dented there.

The limit \(\gamma_2\to0\) is harsher. Then \(g\simeq\gamma_1-2\sqrt3\,|\gamma_3|\,\theta\) near [001]: heavy and light bands touch along the entire axis, and even the local tensor is lost on it.

**Masses for the two quantities the manuscript needs**

For the density of states, the surface of energy \(E\) lies at \(k=\sqrt{2E/g(\mathbf n)}\). The volume it encloses is

\[
\int d\Omega\,\frac{k^3}{3}=\frac{4\pi}{3}(2E)^{3/2}\big\langle g^{-3/2}\big\rangle,
\]

where the brackets denote an average over directions. An isotropic band of mass \(m_d\) would enclose \(\tfrac{4\pi}{3}(2m_dE)^{3/2}\), so

\[
m_d^{3/2}=\big\langle g^{-3/2}\big\rangle,\qquad m_d=0.343\,m_0 .
\]

Counting points of a cubic grid in \(\mathbf k\) space gave 0.9985 of this volume.

With two Kramers states per \(\mathbf k\), the effective density of states is \(N=2(m_dk_BT/2\pi\hbar^2)^{3/2}\). At 300 K it is \(5.05\times10^{18}\ \mathrm{cm^{-3}}\) for the heavy band. The manuscript's mass gives \(2.24\times10^{18}\ \mathrm{cm^{-3}}\), too small by the factor \((0.3434/0.200)^{3/2}=2.25\).

For the mobility, assume first a constant relaxation time \(\tau\). The conductivity is proportional to \(\int(-\partial f/\partial E)\,v_x^2\,d^3k\), where \(f(E)\) is the occupation and \(v_x=\partial E/\partial k_x\). Since \((\partial f/\partial E)v_x=\partial f/\partial k_x\), integration by parts turns this into \(\int f\,\partial^2E/\partial k_x^2\,d^3k\). The singular point does no harm: on a small sphere of radius \(\varepsilon\) around it, the velocity scales as \(\varepsilon\) and the area as \(\varepsilon^2\), so the surface term vanishes.

Cubic symmetry allows \(\partial^2E/\partial k_x^2\) to be replaced by \(\nabla^2E/3\), which depends on direction alone. For a given direction, \(f\) depends on \(gk^2\), so \(\int f\,k^2dk\) is proportional to \(g^{-3/2}\). Hence

\[
\frac1{m_c}=\frac{\langle g^{-3/2}\,\nabla^2E/3\rangle}{\langle g^{-3/2}\rangle}=3.695,\qquad m_c=0.271\,m_0 .
\]

The thermal average \(\langle v^2\rangle/3k_BT\) for a Boltzmann distribution, computed from first derivatives, gives the same inverse mass.

With \(\tau=0.3\) ps the mobility \(e\tau/m_c\) is \(1950\ \mathrm{cm^2/Vs}\). The manuscript's mass gives \(2638\ \mathrm{cm^2/Vs}\) at the same \(\tau\), which is 35% too high. No single replacement mass repairs both results: the density of states needs 0.343 and the mobility 0.271.

If \(\tau\) depends on energy, the same \(m_c\) remains valid. On a surface of constant energy \(v^2\) equals \(E\) times a function of direction, so the energy and angular integrals separate. In the Boltzmann limit \(\tau\) is replaced by

\[
\bar\tau=\frac{\int_0^\infty \tau(E)\,E^{3/2}e^{-E/k_BT}\,dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}\,dE}.
\]

For \(\tau\propto E^{-1/2}\) with 0.3 ps taken as the value at \(E=k_BT\), the ratio of integrals is \(1/\Gamma(5/2)=0.75\). Both mobilities then fall by 25%, and their ratio is unchanged. A \(\tau\) that varies with direction would change the angular average itself.

**When the claim becomes true**

Biaxial strain in the \(xy\) plane can separate the pair \(J_z=\pm\tfrac32\) from the pair \(\pm\tfrac12\). Let it add \(\tfrac12D(1-G_1)\) to \(H\), with \(D>0\). The first pair stays at zero hole energy and the second moves to \(D\).

Within the first pair \(G_1=1\). The other four matrices connect this pair to the second one and have no elements inside it. To second order in \(\mathbf k\) the energy is therefore \(\tfrac12(\gamma_1k^2-2\gamma_2a_1)\), or

\[
E=\tfrac12\big[(\gamma_1+\gamma_2)(k_x^2+k_y^2)+(\gamma_1-2\gamma_2)k_z^2\big].
\]

The coupling between the pairs is of order \(k^2\), so it changes the energy only at order \(k^4/D\). This is a true tensor, with masses \(1/17.6=0.057\,m_0\) in the plane and \(0.200\,m_0\) along \(z\). Second derivatives taken in the cubic and in the rotated axes now have the same trace, 40.20.

The range of validity shrinks with \(D\). On the [100] axis the coupling between the pairs is \(\sqrt3\gamma_2/(\gamma_1+\gamma_2)=0.41\) times the tensor energy. With \(D=100\) meV and a tensor energy of 5 meV, the coupling is 2.1 meV and lowers the energy by about \(2.1^2/100=0.04\) meV. Diagonalization gives 4.96 meV. At a tensor energy of 25.85 meV, which is \(k_BT\) at 300 K, it gives 24.57 meV, or 5% less. Oblique directions are less favourable, because there the terms \(k_yk_z\) and \(k_zk_x\) also couple the pairs. At the same two tensor energies the lowest values over all directions are about 4.72 and 19.9 meV, which is 6% and 23% less. As \(D\to0\) the range closes and the unstrained problem returns.

**How far the numbers apply to germanium**

Germanium has inversion symmetry, as the analysis requires. In a crystal without it, terms odd in \(\mathbf k\) are allowed, and a linear term would dominate at small enough \(k\). The parameters above are rough values for germanium, and \(\tau\) was chosen to put the mobility in a realistic range, so the size of that mobility is no evidence for the model.

Of the two nearest bands left out, the split-off band matters far more for the density of states than the conduction band. I sized their joint effect with an eight-band model that adds the split-off band at 0.29 eV and the conduction band across a direct gap of 0.9 eV, with a Kane coupling energy of 26 eV; all three are again rough values. Its heavy band has the same small-\(k\) limit. On [110], where the \(\Gamma_8\) formula gives 25.85 meV, it gives 23.45 meV, which is 9% lower. The heavy-hole density of states rises by 18% at 300 K and by 3% at 77 K. The correction at 300 K thus widens the gap to the manuscript's value. At equal \(\tau\) the same model lowers the heavy-hole mobility at 300 K by about 5%, which widens the gap there too. In the strained case, on [100] at a tensor energy of 25.85 meV, the eight-band energy is 22.51 meV, 13% below the tensor value. About 1.0 meV of this 3.3 meV difference arises because strain also mixes the light and split-off states: with that mixing removed the eight-band energy is 23.53 meV. One consequence of the mixing is that the same strain term splits the heavy and light levels by only 81 meV in that model instead of 100 meV, but the smaller splitting alone is worth only about 0.35 meV. Quartic terms from more remote bands are still left out.

The mobilities above are those of the heavy holes alone. Light holes make up only 4% of the carriers in the \(\Gamma_8\) model, but they count for more in the mobility. Their inverse mass along any ray lies between \(\gamma_1+2\gamma_2=21.8\) and \(\gamma_1+2\gamma_3=24.8\), in units of \(1/m_0\), which is about six times \(1/m_c\). At equal \(\tau\) they therefore raise the mobility averaged over all holes by roughly a fifth above the heavy-hole value in the \(\Gamma_8\) model; in the eight-band model at 300 K the light band is heavier and the rise is about 17%. At \(10^{17}\ \mathrm{cm^{-3}}\) the hole density is 2% of the total effective density of states, so Boltzmann statistics are adequate. The broadening \(\hbar/\tau=2.2\) meV is 8% of \(k_BT\), so the point \(\mathbf k=0\) itself is not resolved in energy. This does not rescue the tensor, because the dependence on direction is the same at every \(k\) for which the \(\Gamma_8\) formula holds.

**Recommendation**

The single heavy-hole mass should be withdrawn for the unstrained crystal. Where bands near the origin are needed, the matrix \(H\) should be kept; for the density of states and the mobility, \(m_d\) and \(m_c\) should be used under the conditions given above. The strained tensor may be used only at energies very far below the splitting. With \(D=100\) meV, the effective density of states of the upper pair in the four-band model is already 23% above the tensor's value at 77 K, and 2.4 times that value at 300 K. Most of the values behind this comment are in the numerical output.

## Table of computed values

```
gamma1, gamma2, gamma3: 13.4 4.2 5.7
split-off, direct gap, Kane energy: 0.29 0.9 26.0 eV
temperature 300 K, kT = 25.85 meV
hole density 1.0e+17 cm^-3, relaxation time 0.3 ps
inverse mass [001] [110] [111]: 5.000 2.671 2.000 /m0
heavy mass [001] [110] [111]: 0.200 0.374 0.500 m0
smallest worst-case error of any tensor: 1.500 /m0
isotropic tensor that attains it: 3.500 /m0
same error for gammas (7.0, -1.5, 2.5): 1.000 /m0
same error for gammas (7.0, 2.0, -2.0): 0.000 /m0
second partials at k=0, cubic axes: [5. 5. 5.] /m0
second partials at k=0, axes [1-10],[11-2],[111]: [2.671 2.671 2.   ] /m0
their traces: 15.000 and 7.342 /m0
local Hessian on [001], along/across: 5.000 -5.607 /m0
local Hessian on [111], along/across: 2.000 7.211 /m0
heavy density-of-states mass: 0.3434 m0
k-space count / formula: 0.9985
heavy conductivity mass: 0.2707 m0
1/m_c from Hessian, from velocity: 3.6948 3.6948 /m0
effective density of states, heavy: 5.050e+18 cm^-3
same from the false tensor at k=0: 2.244e+18 cm^-3
ratio true/false: 2.250
heavy-hole mobility, averaged mass: 1950 cm2/Vs
heavy-hole mobility, false tensor: 2638 cm2/Vs
light density-of-states mass: 0.0423 m0
light-hole share of the holes: 4.14 %
density / total effective density: 0.0190
lifetime broadening hbar/tau: 2.19 meV
[110] wave number at parabolic energy kT: 0.504 1/nm
eight-band energy there: 23.45 meV (-9.3 %)
eight-band / Gamma8 effective density at 300 K: 1.182
eight-band / Gamma8 effective density at 77 K: 1.034
strain splitting: 100 meV
strained tensor at k=0, diagonal: [17.6 17.6  5. ] /m0
strained masses in plane, along z: 0.0568 0.2000 m0
strained traces in the two frames: 40.20 40.20 /m0
strained, in-plane tensor energy 5.00 meV: 4-band 4.96, 8-band 4.87 meV
strained, in-plane tensor energy 25.85 meV: 4-band 24.57, 8-band 22.51 meV
```
